Why dimethylzinc's first methyl costs more to remove than its second

Imagine a zinc atom already prepared for bonding. Its two outer electrons sit in two separate orbitals, pointing in opposite directions, and each can form a pair with the odd electron of a methyl radical. Let each bond release the same energy B, and let neither bond notice the other. Preparing the atom cost an energy P above its ordinary state, in which both outer electrons share the 4s orbital.

Now take the molecule apart. Removing the first methyl breaks one bond and costs B. Removing the second also breaks one bond, but the zinc atom left behind has no bonds to maintain. Its electrons return to the 4s orbital and release P. The second removal therefore costs B − P. The bonds are identical, yet the cleavage energies differ by P.

This special case contains the main reason for the unequal cleavage energies of dimethylzinc. It also overstates the difference, because the two bonds do affect each other. To see by how much, the cycle needs one more energy, and the promoted state needs a definition.

**What is being compared**

Write Me for CH3. The two reactions are

ZnMe2 → ZnMe + Me, energy D1

ZnMe → Zn + Me, energy D2.

All products are neutral and in their electronic ground states. The energies exclude nuclear vibration, and a positive value means that cleavage costs energy. In terms of total energies E,

D1 = E(ZnMe) + E(Me) − E(ZnMe2)

D2 = E(Zn) + E(Me) − E(ZnMe).

The second reaction starts from a radical, not from a stable molecule, and ends with a closed-shell atom. A cleavage energy measures the difference between two such end points. It is not a property of the broken bond alone.

**Why zinc has to be promoted**

In the ground state of zinc the outer electrons form the closed shell 4s². They occupy one spatial orbital with opposite spins, so neither is free to pair with an electron from methyl. In the electron-pair picture, two bonds require two singly occupied zinc orbitals. Placing one electron in 4s and one in 4p supplies them.

Let s be the 4s orbital and p the 4p orbital along the C–Zn–C line. Both are real, normalized and orthogonal. Form

h₊ = (s + p)/√2

h₋ = (s − p)/√2.

Their overlap is (⟨s|s⟩ − ⟨p|p⟩)/2 = 0, and each has unit norm. On one side of the nucleus s and p add in h₊ and cancel in h₋; on the other side the roles are exchanged. Thus h₊ points towards one methyl and h₋ towards the other.

The promotion energy can be tied to a spectroscopic state. Put two electrons of parallel spin in h₊ and h₋. Their antisymmetrized product, written with ∧, is

h₊ ∧ h₋ = ½(s + p) ∧ (s − p)
= ½(−s ∧ p + p ∧ s)
= −s ∧ p.

The terms s ∧ s and p ∧ p vanish by antisymmetry, and p ∧ s = −s ∧ p. An overall sign has no physical effect, so one electron in each hybrid with parallel spins is the same state as triplet 4s4p. Hybridizing the orbitals costs nothing further. This suggests the definition

P = E(Zn, triplet 4s4p) − E(Zn, 4s²).

There is a small qualification. In a molecule, each zinc electron is paired with a methyl electron, so the two zinc spins have no fixed relation to each other. With the inner electrons held in the same closed shell, the parallel arrangement is lowered by the exchange energy K, and the opposed product h₊↑h₋↓ is not. Equal weights of the two arrangements lie K/2 above the triplet.

To find K, multiply the hybrids:

h₊h₋ = (s² − p²)/2.

In Gaussian units the repulsion between two electrons is e²/r₁₂. Hence

K = ∬ h₊h₋(1) (e²/r₁₂) h₊h₋(2) dV₁dV₂
= ¼(J_ss + J_pp − 2J_sp),

where J_ab is the repulsion between the densities a² and b². The factor ¼ comes from the two factors ½ in the products, and the minus sign from the two cross terms. For zinc, a Hartree-Fock calculation gives K = 0.235 eV, so K/2 is 0.12 eV. The energy difference between the opposed and parallel determinants, computed separately, agrees with this K. The triplet is therefore a good reference for a promotion of several eV, though not a perfect one.

**The cycle with interacting bonds**

Set the energy of each free methyl to zero and call the promoted zinc energy E\*. Then

E(Zn) = E\* − P.

Two equal bonds give

E(ZnMe2) = E\* − 2B.

If the bonds were independent, ZnMe would lie at E\* − B. Allow it to lie lower by a further energy R:

E(ZnMe) = E\* − B − R.

The first cleavage energy is

D1 = (E\* − B − R) − (E\* − 2B) = B − R.

The second is

D2 = (E\* − P) − (E\* − B − R) = B + R − P.

A lower radical makes the first step cheaper, because the radical is its product, and the second step dearer, because the radical is its starting point. That is why R enters with opposite signs. Subtraction gives the central relation of the model:

D1 − D2 = P − 2R.

The opening case is R = 0, with the full promotion energy as the difference. At R = P/2 the two steps cost the same. If R exceeded P/2, the second methyl would be the harder one to remove. So promotion by itself does not guarantee the order; the radical must also fail to regain half of P. A further condition is B + R > P. If B + R were less than P, D2 would be negative, and ZnMe would lie above its separated parts.

The sum and difference can be inverted. Since D1 + D2 = 2B − P,

B = (D1 + D2 + P)/2

R = (P − D1 + D2)/2.

Three energies have been used to define three parameters. The numerical values of B and R are thus an accounting of the molecule, not a prediction about it. The explanation has to be examined by other means as well.

**Numbers for dimethylzinc**

The energies below come from second-order Møller–Plesset theory, MP2, with the def2-TZVP basis on zinc and def2-SVP on carbon and hydrogen. The Zn–C distance is set to 1.95 Å in ZnMe2; for ZnMe a fit to three lengths gives 1.99 Å. The results are

D1 = 3.25 eV (314 kJ/mol)

D2 = 0.84 eV (81 kJ/mol)

P = 3.48 eV.

The first removal costs nearly four times as much as the second, and the difference is 2.41 eV. The second decimal is not converged: with def2-TZVP on carbon and hydrogen as well, D1 rises by about 0.10 eV and D2 by about 0.14 eV, so the ratio falls to about 3.4, while the difference falls by only 0.04 eV and R, found below, rises by 0.02 eV. The cycle gives

B = (4.10 + 3.48)/2 eV = 3.79 eV

R = (3.48 − 2.41)/2 eV = 0.54 eV.

As a check on the signs, B − R = 3.25 eV, while B + R − P = 0.85 eV, which is D2 to within rounding.

R is well below P/2 = 1.74 eV, so at this level of theory the molecule is nearer to the independent-bond case than to the case of equal cleavages. In this accounting 0.54 eV of the promotion energy is returned in the first step and 2.95 eV in the second, or about 15% and 85%.

A direct comparison shows what the recovery does. Suppose the second methyl left but zinc were held in its triplet 4s4p state. The final energy would be higher by P, and the cleavage would cost

D2 + P = 4.33 eV.

This exceeds D1. At this level of theory, then, the return to 4s² accounts for more than the size of the gap: without it, the order of the two steps would be reversed.

**What the division of P does and does not mean**

The figure of 85% depends on having called the two bonds equal. The same energies allow another description. Let the first methyl to join promoted zinc release B₁, and the second B₂. Then

E(ZnMe) = E\* − B₁

E(ZnMe2) = E\* − B₁ − B₂,

and the cleavage energies become

D1 = B₂

D2 = B₁ − P.

Now all of P returns in the second cleavage, while the bonds have different strengths: B₂ = 3.25 eV and B₁ = 4.33 eV. Their difference, 1.08 eV, is 2R to within rounding. Total energies cannot decide between "part of the promotion is returned early" and "the first bond formed is stronger". What both descriptions share is that the gap equals P less about 1.1 eV.

That shared quantity has a useful form. Restoring the total energies, the methyl terms cancel in D1 − D2:

D1 − D2 = 2E(ZnMe) − E(ZnMe2) − E(Zn).

Subtracting this from P removes E(Zn) as well:

2R = E(Zn, triplet) + E(ZnMe2) − 2E(ZnMe).

R therefore does not depend on how well the 4s² ground state is described. P and the gap do, and by the same amount. Hartree-Fock theory, which leaves out the correlation treated by MP2, gives D1 = 1.91 eV, D2 = 0.25 eV and P = 2.59 eV, all far below the MP2 values. The low D1 cannot come from the 4s² state, which does not enter it. The gap is 1.66 eV. Compared with MP2, P is lower by 0.89 eV and the gap by 0.75 eV. These shifts largely cancel in R, which is 0.46 eV, less than 0.1 eV below the MP2 result.

The choice of reference state also matters a little. Replacing the triplet by the state with uncorrelated spins raises P by K/2. With D1 and D2 held fixed, R rises by half of that, or about 0.06 eV. The conclusion is unaffected.

**Why the radical cannot easily regain the promotion energy**

One might expect the odd electron of ZnMe to slip back into the lower 4s orbital as soon as the first methyl leaves. A two-orbital model shows what stands in its way.

Let a hold the odd electron and let b be the zinc orbital used in the remaining bond:

a = cos θ s − sin θ p

b = sin θ s + cos θ p.

They are orthogonal for every θ. At θ = 45° both contain equal parts of s and p; at θ = 0 the odd electron is purely s and the bond uses purely p. Let ε_s and ε_p be the orbital energies, treat them as fixed, and ignore the coupling between s and p in the free atom. The average energies are

ε_a = cos²θ ε_s + sin²θ ε_p

ε_b = sin²θ ε_s + cos²θ ε_p.

With one zinc electron in each orbital, the atomic energy is

ε_a + ε_b = ε_s + ε_p,

because cos²θ + sin²θ = 1. It does not depend on θ. Whatever the odd electron gains by taking more s character, the bonding electron loses by taking more p character. In this model, remixing the orbitals returns none of the promotion energy while both remain singly occupied. Full recovery requires both electrons in s, and that removes the orbital needed for the bond. The last methyl has to go first.

A polar bond loosens this restriction. Let the populations on zinc be n_a and n_b. Using cos²θ = (1 + cos 2θ)/2 and sin²θ = (1 − cos 2θ)/2,

n_a ε_a + n_b ε_b = ½(n_a + n_b)(ε_s + ε_p) − ½(n_a − n_b) cos 2θ (ε_p − ε_s).

If carbon draws charge from the bond, n_b is smaller than n_a. Giving the odd electron more s character, so that cos 2θ is positive, then lowers the atomic energy. The change in b can weaken the bond, which sets a limit that this atomic expression leaves out.

**Does the odd electron take that route?**

This can be examined by removing a methyl from the computed molecule without letting the remaining electrons respond. The 24 doubly occupied Hartree-Fock orbitals of ZnMe2 are cut down to the basis functions of one ZnMe fragment. The cut orbitals are no longer orthogonal, so their overlap matrix is diagonalized. Each resulting combination has a weight that tells how much of it survived the cut. After normalization, the 19 combinations of largest weight receive two electrons each, and the next receives one. That makes the 39 electrons of ZnMe. The last four combinations belong to the departed methyl and are dropped.

The singly occupied orbital is the zinc side of the broken bond. On zinc, its s share is 0.54, counting s and p contributions alone. In the spin density of the relaxed radical, taken at a Zn–C distance of 2.02 Å, the share is 0.53. The odd electron does not become appreciably richer in s; its mixture hardly changes. These are Löwdin shares. Mulliken's division gives about 0.6 and a meta-Löwdin division over 0.8, but in each the change on relaxation is at most 0.03. The simple picture in which R comes from the odd electron sinking into 4s is not supported here.

The energies give a similar warning. The frozen radical lies 0.83 eV above the relaxed one at the same geometry, and letting the Zn–C bond lengthen contributes another 0.04 eV. Their sum, 0.87 eV, is nearly twice the Hartree-Fock R of 0.46 eV. The cut depends on the basis: with def2-TZVP on carbon and hydrogen the 0.83 eV becomes 0.77 eV, and the weight of 0.18 quoted below becomes 0.15. Relaxation of the radical is real in this construction, but it cannot be equated with R.

Part of the mismatch may come from the cut. The surviving weight of the broken bond orbital is only 0.18; the rest lay on the methyl side or in the overlap between the two sides. The frozen radical nevertheless receives a whole electron in the small zinc part. Its relaxation would then include a rearrangement of charge that the cycle does not count separately. This is a conjecture; the calculation does not divide the 0.87 eV into causes. R is best kept as a measure of how far the bonds depart from independence.

**Where the electrons are**

Populations obtained from the Hartree-Fock densities by Löwdin's method, which divides the density among orthogonalized basis functions, show the change of configuration. ZnMe is again taken at 2.02 Å. The valence s and p populations on zinc are 0.75 and 0.76 in ZnMe2, 1.13 and 0.64 in ZnMe, and 2.00 and 0.00 in the free atom.

In the first cleavage the p population falls by 0.12; in the second it falls by 0.64. In this division of the density, most of the p character disappears when the last methyl leaves, as the promotion argument requires. The s population rises by 0.38 and then by 0.87.

These numbers also contain charge transfer. The s and p populations on zinc add to 1.51 in ZnMe2 and 1.77 in ZnMe, short of two in both cases. Much of that shortfall is offset by the d functions, which hold 0.33 electron more than ten in ZnMe2, so the Löwdin charge on zinc there is only +0.15. Other divisions give from +0.5 to +1.1. The bonds are polar towards carbon, by an amount these numbers do not fix. The molecule is not literally made from neutral 4s4p zinc and neutral methyls. The cycle remains valid as a path between total energies, but B includes the energy gained by charge transfer as well as by pairing electrons. Populations of this kind also depend on the basis and on the scheme. With def2-TZVP on carbon and hydrogen the Löwdin s and p values in ZnMe2 fall to 0.58 and 0.63. Mulliken's division shows the same pattern as Löwdin's, but a meta-Löwdin division leaves only about 0.1 electron in zinc p in either molecule and describes the bonds as largely ionic. The populations are therefore compatible with the explanation, but they neither prove it nor measure the returned energy.

**A case with no pair to restore**

If the second methyl leaves easily because zinc recovers an electron pair, the bond should be stronger when no such pair can form. The ion Zn⁺ offers this case. Its outer configuration is 4s¹: it has an unpaired electron ready for one bond, and cleavage restores no pair.

The computed energy for ZnMe⁺ → Zn⁺ + Me is 2.51 eV, three times D2. A single Zn–C bond is therefore not weak under all circumstances. The Zn–C distance was held at 1.95 Å and the Zn–C–H angle at 111° in the ion. Closing the angle to 105° adds about 0.09 eV. With def2-TZVP on carbon and hydrogen the value at 111° is 2.59 eV, about 2.6 times the D2 of that basis.

The comparison is not clean, because the charge also attracts methyl. At distance r the ion produces a field e/r². It polarizes a methyl of polarizability α and lowers the energy by

½α(e/r²)² = e²α/(2r⁴).

With a rough α of 2.3 Å³ and r = 1.95 Å this is about 1.1 eV. Taking it away from 2.51 eV would leave about 1.4 eV, still above D2. But the formula treats methyl as a small distant object, which it is not at a bond length. The control agrees with the explanation without isolating the pair recovery.

**How far to trust the energies, and what they mean in a reactor**

Measured cleavage energies are roughly 3 eV for the first methyl and 1 eV for the second, and the measured promotion energy is roughly 4 eV. The calculation has the right pattern, but its P is low. Its R may be low as well: the cycle applied to these rounded measured values gives R of about 1 eV, or 25% of P, halfway between independent bonds and equal cleavages. Rounding alone leaves this R uncertain by several tenths of an eV. The order of the steps and the need for the pair recovery survive, but the figure of 15% belongs to this calculation. Scalar relativity, estimated at Hartree-Fock level, raises P by 0.13 eV, which supplies part of the shortfall. The zinc basis supplies more: def2-QZVP raises the MP2 value of P by 0.20 eV. Correlation beyond MP2 and spin-orbit coupling are not included. The energies also contain an artificial stabilization, which arises when fragments borrow each other's basis functions. It has not been removed; a counterpoise estimate puts it at about 0.15 eV in D1 and 0.13 eV in D2, so it makes both cleavage energies too large and largely cancels in their difference. If the bonds in ZnMe2 are about as stiff as the one in ZnMe, placing both 0.03 Å away from their best length costs only about 0.01 eV.

Vibration lowers the cost of each step. Splitting ZnMe removes three modes: the Zn–C stretch and two rocking motions of the methyl. With rough wavenumbers of 500, 700 and 700 cm⁻¹, half their summed quantum energy is 0.12 eV. The first cleavage removes three further modes, two C–Zn–C bends and a twist of the methyls. These are soft and are neglected here, as are changes in the vibrations within methyl. The same 0.12 eV is then used for both steps and leaves the gap unchanged.

For an atomic layer deposition process at a rough 450 K, kT is 0.0388 eV. With a rough prefactor A = 10¹⁵ s⁻¹, the mean lifetime against breaking apart in the gas is

τ = A⁻¹ exp[(D − 0.12 eV)/kT].

For ZnMe2 the exponent is 3.13/0.0388 ≈ 81, and τ is about 10²⁰ s. For ZnMe it is 0.72/0.0388 ≈ 19, and τ is about 10⁻⁷ s. In this estimate the intact precursor does not fall apart by heat alone, whereas a ZnMe radical, once formed, soon loses its methyl. Both lifetimes are inversely proportional to A, which is assumed here and may well be ten to a hundred times smaller for ZnMe; its lifetime would then be longer by the same factor. The second lifetime is also sensitive to D2: the basis errors noted above, each 0.13 to 0.14 eV and of opposite sign, each change it by a factor of about thirty. The rough measured 1 eV already includes the vibrational loss, and using it in place of 0.72 eV lengthens the lifetime by about three powers of ten. At low reactor pressure, too few collisions to supply the energy can lengthen it further.

A deposition surface breaks the main assumption of this estimate. There, methyl groups leave by reaction with surface hydroxyl groups, taking up hydrogen to form methane while zinc binds to oxygen. Zinc does not become a free atom, so it does not collect the energy of returning to 4s². The gap of 2.41 eV belongs to the successive release of methyl radicals in the gas, and it should not be used as the difference between the two surface steps. The numerical output follows.

Computed results

```
Level: MP2, def2-TZVP (Zn), def2-SVP (C, H)
P, promotion 4s2 to triplet 4s4p: 3.48 eV
Zn-C in ZnMe2 and ZnMe+, chosen: 1.95 angstrom
C-H bound 1.100, free 1.085 angstrom
Zn-C-H angle, chosen: 111 degree
Zn-C in ZnMe, from parabola: 1.991 angstrom
D1, first cleavage: 3.25 eV
D1 converted: 314 kJ/mol
D2, second cleavage: 0.84 eV
D2 converted: 81 kJ/mol
D1 - D2: 2.41 eV;  D1/D2: 3.85
D1 + D2: 4.10 eV
B, mean bond from promoted Zn: 3.79 eV
R, part of P returned in first step: 0.54 eV
P - R, part returned in second step: 2.95 eV
R/P: 0.15
D2 + P, second step if Zn stayed promoted: 4.33 eV
Hartree-Fock: D1 1.91, D2 0.25, P 2.59 eV
Hartree-Fock: D1 - D2 1.66, R 0.46 eV
Frozen radical, orbital relaxation (HF): 0.83 eV
Frozen radical, bond-length relaxation (HF): 0.039 eV
Sum, to compare with HF R: 0.87 eV
Weight of cut bond orbital on ZnMe side: 0.18
s share of odd electron on Zn, frozen: 0.54
s share of odd electron on Zn, relaxed: 0.53
Valence s, p population of Zn in Zn: 2.00, 0.00 electrons
Valence s, p population of Zn in ZnMe: 1.13, 0.64 electrons
Valence s, p population of Zn in ZnMe2: 0.75, 0.76 electrons
Control, Zn+ - CH3 bond energy: 2.51 eV
Methyl polarizability, rough input: 2.3 angstrom^3
Rough charge-induced attraction: 1.1 eV
K of the two hybrids (Hartree-Fock): 0.235 eV
Valence state above triplet, K/2: 0.118 eV
Scalar relativistic shift of P (HF): +0.13 eV
Rough lost modes: 500, 700, 700 cm^-1
Rough zero-point loss per cleavage: 0.12 eV
Both Zn-C off by 0.03 angstrom (ZnMe stiffness): 0.009 eV
Process temperature, rough: 450 K;  kT: 0.0388 eV
Prefactor, rough: 1e+15 1/s
log10(lifetime in s), ZnMe2: 20
log10(lifetime in s), ZnMe: -7
```
